\section*{Effective sample size after reweighting a surrogate potential at 500 K}

\section*{Problem}

A hydroxylated oxide surface, as met in atomic layer deposition, is modelled by a slab of 100 atoms. A fast surrogate potential supplies $N=1000$ independent configurations from its Boltzmann distribution at $T=500$ K. The reference method is then evaluated on each of them. The total energy difference of the slab,
\begin{equation}
D=E_{\rm ref}-E_{\rm sur},
\end{equation}
is Gaussian over the surrogate distribution, with mean $m$ and standard deviation $\sigma=0.1$ eV. The configurations are reweighted to the Boltzmann distribution of the reference method at the same temperature, with classical nuclei.

(a) With $w$ the weight of a configuration and $\langle\cdot\rangle$ the average over the surrogate distribution, find the ensemble effective sample size
\begin{equation}
N_{\rm eff}=N\,\frac{\langle w\rangle^2}{\langle w^2\rangle}.
\label{def}
\end{equation}

(b) In practice the averages in (\ref{def}) are replaced by sums over the 1000 weights at hand. Can the number so obtained be trusted?

\section*{A tempting solution}

The spread of 0.1 eV over 100 atoms is 0.001 eV per atom. The thermal energy is $k_BT=0.0431$ eV, some forty times larger. The exponents $D/k_BT$ therefore vary by about $0.001/0.0431=0.023$, and the weights differ from one another by about 2\,\%. Almost equal weights waste almost nothing, so nearly all 1000 samples survive.

\section*{Where it fails}

The division by the number of atoms is the fault. A configuration is weighted as a whole, and its Boltzmann factor contains the total energy. With $Z$ the configurational integrals,
\begin{equation}
\frac{p_{\rm ref}}{p_{\rm sur}}
=\frac{e^{-E_{\rm ref}/k_BT}/Z_{\rm ref}}{e^{-E_{\rm sur}/k_BT}/Z_{\rm sur}}
=\frac{Z_{\rm sur}}{Z_{\rm ref}}\,w,\qquad w=e^{-D/k_BT}.
\label{ratio}
\end{equation}
Since $p_{\rm ref}$ is normalised, averaging (\ref{ratio}) over $p_{\rm sur}$ gives $1=(Z_{\rm sur}/Z_{\rm ref})\langle w\rangle$, so the ratio is $w/\langle w\rangle$. The number of atoms appears nowhere. The relevant parameter is
\begin{equation}
s=\frac{\sigma}{k_BT}=\frac{0.1}{0.04309}=2.321 .
\end{equation}
Two configurations with $D$ one standard deviation below and above the mean have weights in the ratio $e^{2s}\approx 104$. The tempting solution would put this ratio at 1.05.

\section*{Solution of (a)}

\subsection*{What the effective number measures}

Let $A$ be an observable statistically independent of $D$. Its reweighted average is $\bar A=\sum_i w_iA_i/\sum_i w_i$. At fixed weights the $A_i$ are independent with a common variance, so
\begin{equation}
{\rm Var}(\bar A\,|\,w)={\rm Var}(A)\,\frac{\sum_i w_i^2}{(\sum_i w_i)^2}
\equiv\frac{{\rm Var}(A)}{K},\qquad
K=\frac{(\sum_i w_i)^2}{\sum_i w_i^2}.
\label{kish}
\end{equation}
$K$ is the Kish number: $K$ equally weighted samples would have the same variance. Writing each sum as $N$ times a sample mean, and replacing sample means by ensemble averages, turns $K$ into (\ref{def}).

$N_{\rm eff}$ also has a meaning at finite $N$. Suppose $\langle w\rangle$ is known and $\langle A\rangle=0$, and use the estimator $\sum_i w_iA_i/(N\langle w\rangle)$. Its terms are independent with zero mean, because $\langle wA\rangle=\langle w\rangle\langle A\rangle=0$. The variances add:
\begin{equation}
\frac{N\langle w^2A^2\rangle}{N^2\langle w\rangle^2}
=\frac{\langle w^2\rangle}{N\langle w\rangle^2}{\rm Var}(A)
=\frac{{\rm Var}(A)}{N_{\rm eff}} .
\end{equation}

\subsection*{The Gaussian averages}

Put $D=m+\sigma x$ with $x$ a standard normal variable, so that $w=e^{-m/k_BT}e^{-sx}$. Completing the square, $-x^2/2-tx=-(x+t)^2/2+t^2/2$, gives
\begin{equation}
\langle e^{-tx}\rangle=e^{t^2/2}\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,e^{-(x+t)^2/2}=e^{t^2/2}.
\label{square}
\end{equation}
With $t=s$ for $w$ and $t=2s$ for $w^2$,
\begin{equation}
\langle w\rangle^2=e^{-2m/k_BT}e^{s^2},\qquad
\langle w^2\rangle=e^{-2m/k_BT}e^{2s^2}.
\end{equation}
The mean $m$ cancels in the quotient, so a constant energy offset does not affect $N_{\rm eff}$ or the normalised weights, and
\begin{equation}
N_{\rm eff}=N e^{-s^2}=1000\,e^{-5.387}=1000\times0.00458=4.6 .
\label{main}
\end{equation}
About five effective samples are left.

\subsection*{The same result as a displaced well}

Take one coordinate $q$ with $E_{\rm sur}=\kappa q^2/2$ and $E_{\rm ref}=\kappa q^2/2+fq+c$. The surrogate width is $a=\sqrt{k_BT/\kappa}$, and $D=fq+c$ is Gaussian with $\sigma=fa$. The reference well has the same width but is centred at $q=-f/\kappa$. In units of the width the displacement is
\begin{equation}
\frac{f}{\kappa a}=\frac{fa}{\kappa a^2}=\frac{\sigma}{k_BT}=s .
\end{equation}
The two distributions thus lie 2.3 widths apart, and, although about 90 of the 1000 surrogate samples fall within one width of the reference centre, only about 10 fall in the half of the reference distribution that lies beyond its centre. Numerical integration of the two Boltzmann distributions, with $\kappa=5$ eV/\AA$^2$, $c=0.3$ eV and $f$ set to give $\sigma=0.1$ eV, yields $N_{\rm eff}=4.578$, in agreement with (\ref{main}).

Equation (\ref{square}) shows the displacement for any Gaussian $D$. Weighting by $w$ moves the centre of the Gaussian from $x=0$ to $x=-s$, so the mean of $D$ moves by $-s\sigma=-\sigma^2/k_BT=-0.232$ eV. Weighting by $w^2$ moves the centre to $-2s$. The free-energy difference is
\begin{equation}
F_{\rm ref}-F_{\rm sur}=-k_BT\ln\langle w\rangle=m-\frac{\sigma^2}{2k_BT}=m-0.116\ {\rm eV}.
\end{equation}

\section*{Solution of (b)}

The number $K$ from a single set of weights should not be trusted here. Let $x_c$ be the point below which one draw in $N$ is expected, $\Phi(x_c)=1/N$ with $\Phi$ the normal cumulative distribution; for $N=1000$, $x_c=-3.09$. From the displaced Gaussians, the shares of the two averages that come from $x<x_c$ are
\begin{equation}
\langle w\rangle:\ \Phi(x_c+s)=22\,\%,\qquad
\langle w^2\rangle:\ \Phi(x_c+2s)=94\,\% .
\end{equation}
Most of $\langle w^2\rangle$ thus comes from a region that a set visits about once. If that region were missed altogether, the estimate would rise from 4.6 to about $4.58\times0.779^2/0.060\approx46$.

In 10\,000 simulated sets of 1000 draws, the median of $K$ was 30, and 90\,\% of the values lay between 6 and 64. $K$ fell below 4.6 in 3\,\% of the sets. A reported $K$ of 30 is thus what this surrogate typically produces, and is no evidence that $\sigma$ is smaller than 0.1 eV.

The precision actually reached depends on the observable. For $A$ independent of $D$, the mean of $\bar A$ at fixed weights does not depend on the weights, so averaging (\ref{kish}) over sets gives the variance ${\rm Var}(A)\,\langle 1/K\rangle$. The simulation gives $1/\langle1/K\rangle=18$ samples. This exceeds 4.6 because the self-normalised average is not yet in its large-$N$ regime. Such an observable, however, has the same mean in both ensembles and needs no reweighting.

An observable linearly correlated with $D$ fares worse. Let $A$, scaled to unit variance and zero surrogate mean, be jointly Gaussian with $x$, with correlation $\rho$. Its reference mean is $-\rho s$. At large $N$ the denominator of $\bar A$ may be replaced by $N\langle w\rangle$, and the variance becomes $\langle w^2(A+\rho s)^2\rangle/(N\langle w\rangle^2)$. Under the weight $w^2$, $A$ has mean $-2\rho s$ and unit variance, so $A+\rho s$ has mean square $1+\rho^2s^2$ and
\begin{equation}
{\rm Var}(\bar A)\simeq\frac{1+\rho^2s^2}{N_{\rm eff}} .
\end{equation}
For $A=x$, that is for $D$ itself, the factor is 6.4, which would leave $4.6/6.4=0.7$ of a sample. At $N=1000$ this law is not reached either. The simulated sets give a mean shift of $D$ of $-0.220$ eV instead of $-0.232$ eV, with a scatter of 0.034 eV between sets. Scatter and bias added in quadrature, before rounding, give a root-mean-square error of about 0.037 eV, which $(0.1/0.037)^2\approx7$ independent reference samples would match. For these observables, no more than about 2\,\% of the 1000 configurations is left. This is not a bound for every observable. The population of the region $x>0$, which the surrogate samples well and the reference occupies with probability $\Phi(-s)=0.010$, is obtained as precisely as from about 440 reference samples by the large-$N$ law, and from about 1100 in simulated sets of 1000 draws.

\section*{Limits and sensitivity}

For $s\ll1$, $N_{\rm eff}\simeq N(1-s^2)$ and reweighting is cheap. Half the samples survive when $s^2=\ln2$, that is for $\sigma=k_BT\sqrt{\ln2}=0.036$ eV in the whole slab. At $\sigma=0.1$ eV, reaching $N_{\rm eff}=100$ takes $100\,e^{s^2}\approx22\,000$ independent configurations. That is not the precision of 100 samples for every observable: at this $N$ the reweighted mean of $D$ is worth about 40 reference samples, while $K$ typically reads about 270.

The exponential makes the result fragile. With the other settings held fixed, a $\sigma$ smaller or larger by 10\,\% gives $N_{\rm eff}=13$ or 1.5. At the same $\sigma$, 400 K gives 0.2 and 600 K gives 24. For a fixed pair of potentials $\sigma$ itself changes with temperature: in the displaced well $\sigma=fa\propto\sqrt{T}$, so $s^2\propto1/T$ and the values are 1.2 and 11. For a cell made of two independent copies of the slab the variances of $D$ add, $s^2$ doubles, and $N_{\rm eff}$ drops to 0.02, although the error per atom looks no worse. A value below one means that, for an observable independent of $D$ with zero mean, the estimator with known $\langle w\rangle$ is noisier than a single reference sample; $K$ itself cannot fall below one, because $\sum_i w_i^2\le(\sum_i w_i)^2$.

The Gaussian assumption matters as much. If $x$ has a small skewness $\gamma$, then $\ln\langle e^{-tx}\rangle=t^2/2-\gamma t^3/6+\dots$, and
\begin{equation}
\ln\frac{N_{\rm eff}}{N}=2\left(\frac{s^2}{2}-\frac{\gamma s^3}{6}\right)-\left(2s^2-\frac{8\gamma s^3}{6}\right)+\dots=-s^2+\gamma s^3+\dots
\end{equation}
Here $s^3=12.5$, so $\gamma=\pm0.1$ changes $N_{\rm eff}$ by a factor of about $e^{\pm1.25}$, or 3.5 either way, at this order. The higher orders depend on the shape of the distribution and are not fixed by $\gamma$. A shifted gamma distribution with the same mean and variance gives 13 for $\gamma=+0.1$ and 0.95 for $\gamma=-0.1$; a skew-normal one gives 9.3 and 1.1. Kurtosis matters too: an equal mixture of two centred Gaussians with an excess kurtosis of 0.1 gives 1.6, and the kurtosis measured from 1000 draws has a standard error of 0.15. The skewness measured from 1000 Gaussian draws has a standard error of 0.08, so the sample can hardly tell either case from a Gaussian.

\section*{The real case}

A substrate temperature of 500 K is ordinary in the atomic layer deposition of oxides. An error quoted per atom is a poor guide to the loss: it depends on the cell size and includes the offset $m$, which costs no samples, unless that offset has been fitted out. In this 100-atom slab a spread of 1, 0.5 or 0.3 meV per atom gives $N_{\rm eff}=4.6$, 260 or 616. Three assumptions are doubtful in practice. $D$ need not be Gaussian: if the same $\sigma$ comes from 300 harmonic modes whose reference force constants are all 19\,\% stiffer, all 19\,\% softer, or half of each, $N_{\rm eff}$ is 21, 0.2 or about 2, and $s$ does not change with temperature. Successive frames of a trajectory are correlated: if the 1000 frames amount to 100 distinct configurations, each recorded ten times, $N$ in (\ref{main}) must be taken as 100 and $N_{\rm eff}$ falls to 0.5, while $K$ evaluated on all 1000 frames typically reads about 80. Exact repeats can overstate the loss. If $x$ and an independent $A$ each decorrelate exponentially, with correlation $9/11$ between successive frames, so that ten frames count as one for the plain mean of $x$, the estimator with known $\langle w\rangle$ is worth about 2 samples. Nuclei are also not classical. A harmonic O--H stretch with a quantum $\hbar\omega$ of roughly 0.45 eV has $r=\hbar\omega/k_BT=10.4$, and its quantum mean-square displacement exceeds the classical one by the factor $(r/2)\coth(r/2)=5.2$. Reweighting between two classical ensembles does not repair this, however many samples survive. The main computed values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
configurations N: 1000
temperature: 500 K
sigma of D, whole cell: 0.100 eV
atoms in slab (rough): 100
sigma per atom: 1.00 meV
kT: 0.04309 eV
s = sigma/kT: 2.3209
s squared: 5.3866
exp(-s^2): 0.004578
N_eff from formula: 4.578
N_eff from Boltzmann integrals: 4.578
shift of mean D, surrogate to reference: -0.2321 eV
free-energy difference minus mean D: -0.1160 eV
one-in-N point of x: -3.090
share of <w> beyond it: 22.1 %
share of <w^2> beyond it: 94.0 %
simulated sets of N draws: 10000
median Kish number K: 29.7
5th percentile of K: 6.3
95th percentile of K: 63.7
sets with K below formula N_eff: 2.8 %
actual precision 1/<1/K>: 18.2 samples
median share of largest weight: 12 %
average reweighted shift of D: -0.220 eV
its scatter between sets: 0.034 eV
large-N variance factor 1+s^2 for D: 6.39
N needed for N_eff = 100: 21846
sigma for N_eff = N/2: 0.0359 eV
N_eff, skewness +0.1: 12.93
N_eff, skewness -0.1: 0.95
standard error of skewness from N draws: 0.077
N_eff, sigma 10 % smaller: 12.74
N_eff, sigma 10 % larger: 1.48
N_eff at 400 K, same sigma: 0.221
N_eff at 600 K, same sigma: 23.7
N_eff, cell of two independent copies: 0.0210
copies of each configuration, if repeated: 10
N_eff with those repeats: 0.458
O-H stretch quantum (rough): 0.45 eV
O-H quantum/classical mean-square ratio: 5.22
\end{verbatim}
